\section*{RHF Stability Matrices and Fukutome's Eight Symmetry Classes}

\section{What is varied}

\textbf{Q.} A converged closed-shell calculation has zero orbital gradient. Why is that not enough?

\textbf{A.} A zero gradient also occurs at a saddle point. The sign of the second-order energy decides wherever that energy is not zero, and it must be taken over every determinant near the RHF one, including those with complex orbitals or different orbitals for the two spins.

Let $i,j$ be occupied and $a,b$ virtual spatial orbitals, all real, with energies $\varepsilon$. The Hamiltonian is real and spin-free, without magnetic field or spin--orbit coupling, and
\[
(pq|rs)=e^2\!\int\!\!\int \frac{\phi_p(1)\phi_q(1)\,\phi_r(2)\phi_s(2)}{r_{12}}\,d1\,d2 .
\]
With spin orbitals $I=(i,\tau)$, $J=(j,\tau')$, $A=(a,\sigma)$, $B=(b,\sigma')$, every determinant not orthogonal to the reference $|0\rangle$ is, up to norm and phase,
\[
|Z\rangle=e^{\hat Z}|0\rangle,\qquad \hat Z=\sum_{AI}Z_{AI}\,a_A^\dagger a_I ,
\]
with unique complex numbers $Z_{AI}$.

\textbf{Q.} This state is not normalized. Does the norm spoil the expansion?

\textbf{A.} No. Subtract the reference energy $E_0$ first:
\[
E-E_0=\frac{\langle0|e^{\hat Z^\dagger}(H-E_0)e^{\hat Z}|0\rangle}{\langle0|e^{\hat Z^\dagger}e^{\hat Z}|0\rangle}.
\]
The terms linear in $Z$ contain Fock elements between occupied and virtual orbitals, which vanish at convergence. The numerator is therefore of second order, and the denominator, $1+O(Z^2)$, matters only from fourth order on. What remains is
\[
E_2=\langle\hat Z^\dagger(H-E_0)\hat Z\rangle+\tfrac12\langle\hat Z^{\dagger2}H\rangle+\tfrac12\langle H\hat Z^2\rangle .
\]
The Slater--Condon rules give the matrix elements between two single excitations, and between the reference and a double excitation:
\begin{align*}
\mathcal A_{AI,BJ}&=(\varepsilon_a-\varepsilon_i)\delta_{AB}\delta_{IJ}+\langle AJ|IB\rangle-\langle AJ|BI\rangle,\\
\mathcal B_{AI,BJ}&=\langle AB|IJ\rangle-\langle AB|JI\rangle .
\end{align*}
The last two terms of $E_2$ are complex conjugates, so
\begin{equation}
E_2=Z^\dagger\mathcal A Z+\mathrm{Re}\,(Z^\dagger\mathcal B Z^*).
\label{e2}
\end{equation}

\section{Separating spin, then real and imaginary parts}

\textbf{Q.} Where do singlet and triplet come from?

\textbf{A.} For each pair $ai$, $Z$ is a $2\times2$ matrix in spin. Expand it as
\begin{equation}
Z_{ai}=\frac{1}{\sqrt2}\left(s_{ai}\,1+\mathbf t_{ai}\cdot\boldsymbol\sigma\right),
\label{z}
\end{equation}
with complex $s_{ai}$ and $\mathbf t_{ai}$. Spin integration gives
\begin{align*}
\langle AJ|IB\rangle&=(ai|bj)\,\delta_{\sigma\tau}\delta_{\sigma'\tau'}, &
\langle AJ|BI\rangle&=(ab|ij)\,\delta_{\sigma\sigma'}\delta_{\tau\tau'},\\
\langle AB|IJ\rangle&=(ai|bj)\,\delta_{\sigma\tau}\delta_{\sigma'\tau'}, &
\langle AB|JI\rangle&=(aj|bi)\,\delta_{\sigma\tau'}\delta_{\sigma'\tau}.
\end{align*}
The deltas turn the spin sums into traces. Since $\mathrm{tr}\,\sigma_k=0$ and $\mathrm{tr}\,\sigma_k\sigma_l=2\delta_{kl}$,
\begin{align*}
\mathrm{tr}\,Z_{ai}&=\sqrt2\,s_{ai},\\
\mathrm{tr}\,Z_{ai}^\dagger Z_{bj}&=s_{ai}^*s_{bj}+\mathbf t_{ai}^*\cdot\mathbf t_{bj},\\
(\mathrm{tr}\,Z_{ai}Z_{bj})^*&=s_{ai}^*s_{bj}^*+\mathbf t_{ai}^*\cdot\mathbf t_{bj}^* .
\end{align*}
The integral $(ai|bj)$ multiplies a product of two single traces, hence $2ss$ and no $\mathbf t$. The other terms treat $s$ and each component of $\mathbf t$ alike. With $\Delta_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}$,
\begin{align*}
{}^1\!A&=\Delta+2(ai|bj)-(ab|ij), & {}^1\!B&=2(ai|bj)-(aj|bi),\\
{}^3\!A&=\Delta-(ab|ij), & {}^3\!B&=-(aj|bi).
\end{align*}

\textbf{Q.} And the separation into real and imaginary rotations?

\textbf{A.} Put $s=x+iy$ with real vectors $x,y$. The matrices are real and symmetric, so
\begin{align*}
s^\dagger As&=x^TAx+y^TAy+i(x^TAy-y^TAx)=x^TAx+y^TAy,\\
\mathrm{Re}(s^\dagger Bs^*)&=\mathrm{Re}\,(x-iy)^TB(x-iy)=x^TBx-y^TBy .
\end{align*}
Real rotations see $H^+=A+B$ and imaginary ones $H^-=A-B$. The same holds for each component of $\mathbf t$:
\begin{align}
{}^1\!H^+&=\Delta+4(ai|bj)-(ab|ij)-(aj|bi),\label{h1}\\
{}^3\!H^+&=\Delta-(ab|ij)-(aj|bi),\label{h3}\\
{}^1\!H^-={}^3\!H^-&=\Delta-(ab|ij)+(aj|bi).\label{hi}
\end{align}
``Real'' refers to the coefficients in (\ref{z}), not to the entries of $Z$: a real $t_y$ multiplies $\sigma_y$, whose entries are imaginary.

This was tested on water in 6-31G with unequal bonds. For one random rotation mixing all sectors, the second-order energy was 5.1592493 hartree both from finite differences of determinant energies and from the matrices. The largest deviation over six rotations was $7\times10^{-9}$ hartree.

\textbf{Q.} Is there any order among the three matrices?

\textbf{A.} One inequality is general. For real $x$, let $\rho=\sum_{ai}x_{ai}\phi_a\phi_i$. Then
\[
x^T({}^1\!H^+-{}^3\!H^+)x=4e^2\!\int\!\!\int\frac{\rho(1)\rho(2)}{r_{12}}\,d1\,d2\ \ge0,
\]
because this is a multiple of the electrostatic self-energy of $\rho$. A real singlet instability therefore implies a real triplet one.

For a single isolated pair, with $J=(aa|ii)$, $K=(ai|ai)$ and gap $\Delta$, the values are $\Delta-J+3K$, $\Delta-J-K$ and $\Delta-J+K$. A large gap makes all three positive. As it shrinks, the real triplet value changes sign first, at $\Delta=J+K$. In the water example all matrices are positive, with lowest eigenvalues 0.336 (real singlet), 0.237 (real triplet) and 0.301 hartree (both imaginary sectors).

\textbf{Q.} The equality in (\ref{hi}) looks accidental.

\textbf{A.} It reflects a symmetry of the energy of collinear determinants, those with separate up and down density matrices $P^\uparrow,P^\downarrow$. With $D=P^\uparrow+P^\downarrow$,
\[
E=\sum_{pq} h_{pq}D_{qp}+\tfrac12\sum_{pqrs}(pq|rs)\Bigl[D_{qp}D_{sr}-\sum_\sigma P^\sigma_{qr}P^\sigma_{sp}\Bigr].
\]
Replace $P^\downarrow$ by its complex conjugate. A Hermitian matrix has an antisymmetric imaginary part, which drops out of the first two terms because $h_{pq}$ and $(pq|rs)$ are symmetric in $p,q$. The exchange energy of each spin is a real number, so conjugation leaves it unchanged. Hence $E[P^\uparrow,P^\downarrow]=E[P^\uparrow,P^{\downarrow*}]$ at any rotation amplitude. An imaginary singlet rotation turns both spins by the same imaginary amount; conjugating the down orbitals makes it an imaginary triplet rotation of equal energy.

\section{Why there are eight classes}

\textbf{Q.} Fukutome's list has eight entries. How can I be sure none is missing?

\textbf{A.} Ask which spin rotations, and which products of time reversal with a spin rotation, leave the density matrix unchanged. Spatial symmetry is ignored. In a real orbital basis write
\[
P=P_0\,1+\mathbf M\cdot\boldsymbol\sigma,\qquad \mathbf M=\mathbf R+i\mathbf I,
\]
with $\mathbf R,\mathbf I$ real. Spin rotations leave $P_0$ alone and turn all vectors $\mathbf R_{pq},\mathbf I_{pq}$ together. Time reversal maps $P$ to $\sigma_yP^*\sigma_y$. Since $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$,
\[
P_0\to P_0^*,\qquad \mathbf R\to-\mathbf R,\qquad \mathbf I\to\mathbf I .
\]
There are three cases.

\emph{No vectors.} All spin rotations survive. If $P_0$ is real, time reversal survives too: TICS, the time-reversal-invariant closed shell. If $P_0$ is complex: CCW, the charge current wave.

\emph{All vectors along one axis.} Rotations about that axis survive. For real $P_0$ and $\mathbf R=0$, time reversal itself survives: ASCW, the axial spin current wave. For real $P_0$ and $\mathbf I=0$, time reversal followed by a half-turn about a perpendicular axis survives: ASDW, the axial spin density wave. If $P_0$ is complex, or $\mathbf R$ and $\mathbf I$ are both present, neither works: ASW, the axial spin wave.

\emph{Vectors not along one axis.} Only the trivial rotation survives. For real $P_0$ and $\mathbf R=0$: TSCW, the torsional spin current wave. If $\mathbf R\ne0$, time reversal needs a rotation $Q$ with $Q\mathbf R=-\mathbf R$ and $Q\mathbf I=\mathbf I$. Then $Q^2$ fixes vectors spanning at least a plane, so $Q^2=1$, and $Q$ is a half-turn. This requires real $P_0$, $\mathbf R$ perpendicular to the axis of $Q$ and $\mathbf I$ along it: TSDW, the torsional spin density wave. Everything else is TSW, the torsional spin wave.

The count is $2+3+3=8$. Determinants built from 128 on/off patterns of the components of $Z$ were also sorted by their invariances; all eight classes occurred and no other.

\section{From an unstable mode to a class}

\textbf{Q.} You classified density matrices, but the instability gives me $Z$.

\textbf{A.} They have the same symmetry. A spin rotation or time reversal $g$ leaves $|0\rangle$ unchanged up to a phase, so $g\,e^{\hat Z}|0\rangle\propto e^{g\hat Zg^{-1}}|0\rangle$. Because $Z$ is unique, the determinant is invariant if and only if $g\hat Zg^{-1}=\hat Z$. Time reversal acts as $s\to s^*$, $\mathbf t\to-\mathbf t^*$. The case analysis therefore carries over, with $\mathrm{Im}\,s$, $\mathrm{Re}\,\mathbf t$, $\mathrm{Im}\,\mathbf t$ in place of $\mathrm{Im}\,P_0$, $\mathbf R$, $\mathbf I$:
\begin{center}
\begin{tabular}{lll}
unstable matrix & rotation & class entered\\ \hline
${}^1\!H^+$ & real $s$ & TICS\\
${}^1\!H^-$ & imaginary $s$ & CCW\\
${}^3\!H^+$ & real $\mathbf t$, one axis & ASDW\\
${}^3\!H^-$ & imaginary $\mathbf t$, one axis & ASCW
\end{tabular}
\end{center}

\textbf{Q.} Does a negative eigenvalue guarantee a self-consistent solution of that class?

\textbf{A.} It guarantees a lower solution with at least that symmetry. In a finite basis, the determinants sharing the surviving symmetry form a closed, bounded set, so the energy has a minimum there, below the RHF value. The energy gradient at a symmetric determinant is itself symmetric and points along this set, where it vanishes at the minimum. The minimum is thus stationary among all determinants. It may, however, have more symmetry than the path leading to it, and it need not be a minimum among all determinants.

\textbf{Q.} What about the other four classes?

\textbf{A.} One nondegenerate spatial mode $x_{ai}$ of ${}^3\!H^+$ gives $\mathbf t_{ai}=x_{ai}\mathbf n$ with one direction $\mathbf n$, so it is not torsional at first order. Torsional classes need the vectors $\mathrm{Re}\,\mathbf t_{ai}$ and $\mathrm{Im}\,\mathbf t_{ai}$ to span more than one direction. This can come from several spatial modes with different directions, from a further instability of a broken solution, or from one spatial vector used in both triplet sectors: $\mathbf t_{ai}=x_{ai}(\mathbf n_1+i\mathbf n_2)$ with $\mathbf n_1\perp\mathbf n_2$ is TSDW, and it lowers the energy when $x^T\,{}^3\!H^+x$ and $x^T\,{}^3\!H^-x$ are both negative. ASW can be entered by mixing the degenerate imaginary singlet and triplet modes.

\section{NH with a closed $\pi$ shell}

\textbf{Q.} Show me a molecule in which I can check the signs by hand.

\textbf{A.} Take NH at a bond length of 1.04 \AA\ in STO-3G, with both $\pi$ electrons in $x=\pi_x$ and $y=\pi_y$ empty. The nitrogen $2p_x$ and $2p_y$ are the only $\pi$ functions. The excitation $x\to y$ is odd under both mirror planes containing the bond, and no other excitation is, so it forms a $1\times1$ block.

Let $J_{xx}=(xx|xx)$, $J_{xy}=(xx|yy)$, $K=(xy|xy)$. Turning the orbitals by $45^\circ$ about the bond must leave $K$ unchanged, while the product $xy$ becomes $(xx-yy)/2$ up to sign. Thus
\[
K=\tfrac14(J_{xx}+J_{yy}-2J_{xy})=\tfrac12(J_{xx}-J_{xy}),
\]
using $J_{yy}=J_{xx}$. Numerically, $(0.762805-0.680568)/2=0.04112$ hartree, or 1.119 eV. The axially symmetric core contributes the same energy $w$ to both orbitals:
\begin{align*}
\varepsilon_x&=w+2J_{xx}-J_{xx}=w+J_{xx},\qquad \varepsilon_y=w+2J_{xy}-K,\\
\varepsilon_y-\varepsilon_x&=2J_{xy}-K-(J_{xy}+2K)=J_{xy}-3K .
\end{align*}
Insert this in (\ref{h1})--(\ref{hi}):
\begin{align*}
{}^1\!H^+&=J_{xy}-3K+4K-J_{xy}-K=0,\\
{}^3\!H^+&=J_{xy}-3K-J_{xy}-K=-4K=-0.1645\ \text{hartree},\\
{}^{1,3}\!H^-&=J_{xy}-3K-J_{xy}+K=-2K=-0.0822\ \text{hartree}.
\end{align*}
The zero is the free turning of the occupied orbital about the bond. The diagonalized matrices give these values. They also show a second negative real triplet eigenvalue, outside this block, whose mode is not analysed here.

\textbf{Q.} Those are curvatures. Where do the paths end?

\textbf{A.} Only the repulsion between the up and down $\pi$ densities changes. Let $c=\cos\theta$, $d=\sin\theta$. For the real triplet take $cx+dy$ up and $cx-dy$ down. Integrals such as $(xx|xy)$ vanish by reflection, so
\begin{align*}
(\rho_\uparrow|\rho_\downarrow)&=(c^4+d^4)J_{xx}+2c^2d^2J_{xy}-4c^2d^2K\\
&=J_{xx}-2c^2d^2(J_{xx}-J_{xy})-4c^2d^2K=J_{xx}-2K\sin^2 2\theta .
\end{align*}
For either imaginary rotation, $cx+idy$ up and $cx\pm idy$ down, both densities are $c^2xx+d^2yy$. The last term in the first line is then absent, and the change is $-K\sin^22\theta$. At small $\theta$ the changes are $-8K\theta^2$ and $-4K\theta^2$. Equation (\ref{z}) makes the amplitude $\sqrt2\,\theta$, so the matrices give $2\theta^2(-4K)$ and $2\theta^2(-2K)$, in agreement.

At $\theta=45^\circ$ the energies lie $2K=0.0822$ hartree (ASDW) and $K=0.0411$ hartree (CCW and ASCW) below RHF. The CCW and ASCW endpoints were tested to be stationary and to have the stated class, and so was the ASDW endpoint after a turn by $45^\circ$ about the bond, which makes it $x$ up and $y$ down. In CCW both $\pi$ electrons carry orbital angular momentum $+\hbar$, a charge current. In ASCW they carry $+\hbar$ and $-\hbar$, so the charge currents cancel and a spin current remains.

\textbf{Q.} You warned that a minimum may regain symmetry. Does that happen here?

\textbf{A.} Yes, within this $\pi$ space. Rotate only the up electron, to $cx+idy$; this mixes imaginary singlet and triplet equally and enters ASW. The repulsion is
\[
c^2J_{xx}+d^2J_{xy}=J_{xx}-2K\sin^2\theta .
\]
It falls until $\theta=90^\circ$, where the up electron is in $y$ and the down electron in $x$: an ASDW determinant.

\textbf{Q.} Is ASDW then the bottom?

\textbf{A.} No. Start from $x$ up and $y$ down, and tilt the spin of the $y$ electron by a spinor angle $\chi$ towards up. The closed core does not notice, but exchange now acts on the parallel part, and the repulsion becomes $J_{xy}-K\sin^2\chi$. The ASDW solution is a saddle point. Between the ends, the two spins lie in a plane but not along one line, with real density matrices, which is TSDW. At $\chi=90^\circ$ both spins are up, the class is again ASDW, and the energy is $3K=0.1234$ hartree below RHF with the core held fixed. A class label does not certify a minimum.

\textbf{Q.} How much of this survives in a better basis?

\textbf{A.} In 6-31G, with all orbitals relaxed, CCW and ASCW both lie 0.0339 hartree (0.921 eV) below RHF, and the ASDW solution with $x$ up and $y$ down lies 0.0681 hartree (1.853 eV) below. The degeneracy persists, as the conjugation argument requires. The ratio of the two lowerings is no longer exactly two: with frozen orbitals the $\pi$-space formulas above would still give $K$ and $2K$, since they use only an axial core and a $y$ orbital that is the turned copy of $x$. The departure therefore comes from relaxation, which is now possible because each $\pi$ direction has two basis functions.

These values are not converged in the basis. 6-31G has no $d$ functions; with them the core is no longer axial and relaxes as well, so the frozen formulas hold only approximately. In cc-pVDZ the two lowerings are 0.0335 and 0.0757 hartree, and in cc-pVTZ 0.032 and 0.076 hartree. The ASDW value thus shifts by about 0.008 hartree (0.2 eV), and the ratio grows from 2.01 to 2.26 and 2.38. CCW and ASCW remain degenerate.

These are mean-field energies in small bases, without correlation, and their order is not a spectrum. The ASCW and ASDW endpoints place opposite spins in two different orthogonal $\pi$ orbitals, which mixes singlet and triplet equally. Spin projection would have to separate them before they are compared with spectroscopic states. The values for water and for NH in STO-3G and 6-31G are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
WATER, 6-31G, bonds 0.96 and 1.044 angstrom
mixed rotation, E2 from energies: 5.1592493 hartree
mixed rotation, E2 from matrices: 5.1592493 hartree
largest deviation, six rotations: 7.4e-09 hartree
lowest eigenvalue, real singlet: 0.33576 hartree
lowest eigenvalue, real triplet: 0.23707 hartree
lowest eigenvalue, imag singlet: 0.30066 hartree
lowest eigenvalue, imag triplet: 0.30066 hartree
energy change, beta conjugated: 0.0e+00 hartree
CLASSES among 128 on/off patterns of Z
TICS 1, CCW 1, ASCW 3, ASDW 3, ASW 12, TSCW 4, TSDW 12, TSW 92
NH, STO-3G, bond 1.04 angstrom
RHF energy: -54.134485 hartree
real singlet: lowest -0.00000 hartree, 0 below -1e-5
real triplet: lowest -0.16447 hartree, 2 below -1e-5
imag singlet: lowest -0.08224 hartree, 1 below -1e-5
imag triplet: lowest -0.08224 hartree, 1 below -1e-5
(xx|xx), (xx|yy): 0.762805, 0.680568 hartree
K = (xy|xy): 0.041119 hartree = 1.1189 eV
pi_x to pi_y, real singlet: -0.000000 hartree
pi_x to pi_y, real triplet: -0.164474 hartree
pi_x to pi_y, imag singlet: -0.082237 hartree
pi_x to pi_y, imag triplet: -0.082237 hartree
rotation by 0.3 rad, real singlet: 0.000000 hartree
rotation by 0.3 rad, real triplet: -0.026219 hartree
rotation by 0.3 rad, imag singlet: -0.013109 hartree
rotation by 0.3 rad, imag triplet: -0.013109 hartree
TICS: dE 0.000000 hartree, Lz up 0.00, down 0.00 hbar
CCW: dE -0.041119 hartree, Lz up 1.00, down 1.00 hbar
ASCW: dE -0.041119 hartree, Lz up 1.00, down -1.00 hbar
ASDW: dE -0.082237 hartree, Lz up 0.00, down 0.00 hbar
high spin, same core (ASDW): dE -0.123356 hartree
NH, 6-31G, bond 1.04 angstrom
RHF energy: -54.835584 hartree
real singlet: lowest -0.00000 hartree, 0 below -1e-5
real triplet: lowest -0.13624 hartree, 2 below -1e-5
imag singlet: lowest -0.06775 hartree, 1 below -1e-5
imag triplet: lowest -0.06775 hartree, 1 below -1e-5
TICS relaxed: dE -0.000000 hartree = -0.0000 eV
CCW relaxed: dE -0.033860 hartree = -0.9214 eV
ASCW relaxed: dE -0.033860 hartree = -0.9214 eV
ASDW relaxed: dE -0.068097 hartree = -1.8530 eV
\end{verbatim}

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
